# Contrast of a metal-oxide resist requiring n independent site reactions: a program that tests the result

```python
"""
Result under test: a resist unit that is insoluble only after all n independent
sites have reacted has converted fraction f = (1 - exp(-k D))**n.
D: dose (mJ/cm^2); k: single-site rate per dose (cm^2/mJ); u: site conversion.
On a logarithmic dose axis the slope at every fixed f rises with n; on a linear
dose axis the largest slope falls with n. Correlated site reactions, caused by
events that convert each remaining site with probability q, weaken the effect.
Reference values come from Markov chains that count the reacted sites.
"""
from math import comb, exp, log
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

k = 0.05
site_numbers = (1, 2, 4, 8)


def independent_chain(n):
    """Generator for n sites reacting one at a time."""
    G = np.zeros((n + 1, n + 1))
    for m in range(n):
        G[m, m + 1] = k * (n - m)
        G[m, m] = -k * (n - m)
    return G


def event_chain(n, event_rate, q):
    """Generator when one event may convert several remaining sites."""
    G = np.zeros((n + 1, n + 1))
    for m in range(n):
        left = n - m
        for j in range(1, left + 1):
            G[m, m + j] = event_rate * comb(left, j) * q**j * (1 - q)**(left - j)
        G[m, m] = -G[m, m + 1:].sum()
    return G


def converted(G, D):
    return expm(G * D)[0, -1]


def log_slope(G, D, step=1e-4):
    return (converted(G, D * exp(step)) - converted(G, D * exp(-step))) / (2 * step)


def dose_at(G, level):
    return brentq(lambda D: converted(G, D) - level, 1e-3, 200.0, xtol=1e-11)


def steepest(G):
    best = minimize_scalar(lambda y: -log_slope(G, exp(y)),
                           bounds=(log(2.0), log(200.0)), method="bounded",
                           options={"xatol": 1e-7})
    return exp(best.x), -best.fun


def law(n, D):
    return (1 - exp(-k * D))**n


def h(u):
    return (1 - u) * log(1 - u) / (u * log(u))


def level_slope(n, f):
    return -f * log(f) * h(f**(1 / n))


# Converted fraction and its low-dose power law
for n in site_numbers:
    G = independent_chain(n)
    for D in (1.0, 10.0, 40.0, 100.0):
        assert abs(converted(G, D) - law(n, D)) < 1e-11
    x = 0.05
    residual = converted(G, x / k) / x**n - (1 - n * x / 2)
    assert 0 < residual < (n * x)**2 / 6

# Dose and logarithmic slope at fixed converted fraction, both rising with n
for level in (0.05, 0.2, 0.5, 0.8, 0.95):
    doses, slopes = [], []
    for n in range(1, 9):
        G = independent_chain(n)
        D = dose_at(G, level)
        S = log_slope(G, D)
        assert abs(D + log(1 - level**(1 / n)) / k) < 1e-7
        assert abs(S - level_slope(n, level)) < 1e-6
        doses.append(D)
        slopes.append(S)
    assert np.all(np.diff(doses) > 0) and np.all(np.diff(slopes) > 0)

# Derivative of ln h and the two inequalities that make it positive
us = sp.symbols("u", positive=True)
h_symbolic = (1 - us) * sp.log(1 - us) / (us * sp.log(us))
dlnh = sp.lambdify(us, sp.diff(sp.log(h_symbolic), us), "math")
for u in (0.001, 0.05, 0.3, 0.5, 0.8, 0.99):
    first = -1 / (u * log(u))
    second = -1 / ((1 - u) * log(1 - u))
    formula = first + second - 1 / u - 1 / (1 - u)
    assert abs(dlnh(u) - formula) < 1e-8 * max(1, abs(formula))
    assert first > 1 / (1 - u) and second > 1 / u and dlnh(u) > 0

# Worked example, steepest point, dose ratios and linear-dose slope
rows = []
for n in site_numbers:
    G = independent_chain(n)
    d10, d50, d90 = (dose_at(G, level) for level in (0.1, 0.5, 0.9))
    log_ratio = quad(lambda f: 1 / level_slope(n, f), 0.1, 0.9)[0]
    assert abs(log(d90 / d10) - log_ratio) < 1e-7
    D_star, S_star = steepest(G)
    x_star = brentq(lambda x: 1 / x - 1 + (n - 1) / np.expm1(x), 0.5, 10)
    assert abs(k * D_star - x_star) < 1e-4
    f_star = converted(G, D_star)
    foot = D_star * exp(-f_star / S_star)
    top = D_star * exp((1 - f_star) / S_star)
    gamma = log(10) * S_star

    def linear_slope(D, step=1e-3):
        return (converted(G, D + step) - converted(G, D - step)) / (2 * step)

    if n == 1:
        D_linear = 0.0
        max_linear = linear_slope(0.0)
        assert abs(max_linear - k) < 1e-8
        assert all(linear_slope(D) < max_linear for D in (1.0, 10.0, 50.0))
    else:
        best = minimize_scalar(lambda D: -linear_slope(D), bounds=(0.1, 150),
                               method="bounded", options={"xatol": 1e-6})
        D_linear, max_linear = best.x, -best.fun
        assert abs(D_linear - log(n) / k) < 1e-2
        assert abs(max_linear - k * (1 - 1 / n)**(n - 1)) < 1e-8
    site_conversion = 1 - expm(independent_chain(1) * d50)[0, 0]
    assert abs(site_conversion - 0.5**(1 / n)) < 1e-9
    rows.append((n, converted(G, 1.0), converted(G, 10.0), d10, d50, d90,
                 d90 / d10, site_conversion, gamma, D_star, f_star, foot, top,
                 D_linear, max_linear))
table = np.array(rows)
assert np.all(np.diff(table[:, 6]) < 0)
assert np.all(np.diff(table[:, 8]) > 0)
assert np.all(np.diff(table[:, 11]) > 0)
assert np.all(np.diff(table[:, 14]) < 0)

# Large n: derivatives of the full law against the logarithmic growth formulas
large = []
for n in (10**3, 10**6):
    def full(x):
        return exp(n * np.log1p(-exp(-x)))

    def full_slope(x, step=1e-4):
        return (full(x * exp(step)) - full(x * exp(-step))) / (2 * step)

    x_half = brentq(lambda x: full(x) - 0.5, 1, 40)
    half_slope = full_slope(x_half)
    asymptotic = 0.5 * log(2) * (log(n) - log(log(2)))
    assert abs(half_slope - asymptotic) < 2 * log(n) / n + 1e-5
    best = minimize_scalar(lambda x: -full_slope(x),
                           bounds=(log(n) - 2, log(n) + 4), method="bounded")
    assert abs(-best.fun - log(n) / exp(1)) < 1 / (exp(1) * log(n))
    large.append((n, -log(10) * best.fun, log(10) * log(n) / exp(1)))

# Correlated reactions at the same single-site rate k = event_rate * q
n_c, q = 4, 0.5
event_rate = k / q
Gc = event_chain(n_c, event_rate, q)
Gi = independent_chain(n_c)
for D in (1.0, 10.0, 30.0, 80.0):
    explicit = sum((-1)**j * comb(n_c, j)
                   * exp(-event_rate * D * (1 - (1 - q)**j))
                   for j in range(n_c + 1))
    assert abs(converted(Gc, D) - explicit) < 1e-11
    assert converted(Gc, D) > converted(Gi, D)
    assert abs(converted(event_chain(n_c, k / 1e-4, 1e-4), D)
               - converted(Gi, D)) < 1e-3
    assert abs(converted(event_chain(n_c, k, 1.0), D) - law(1, D)) < 1e-11
    single = event_chain(1, event_rate, q)
    assert abs(converted(single, D) - law(1, D)) < 1e-11
D_low = 0.001 / event_rate
assert abs(converted(Gc, D_low) / (event_rate * D_low * q**n_c) - 1) < 0.005
Dc_star, Sc_star = steepest(Gc)
gamma_c = log(10) * Sc_star
assert table[0, 8] < gamma_c < table[2, 8]

print(f"single-site rate k = {k:.3f} cm^2/mJ")
for r in rows:
    print(f"n = {r[0]} sites")
    print(f"  fraction at 1 mJ/cm^2 = {r[1]:.3e}; at 10 mJ/cm^2 = {r[2]:.5f}")
    print(f"  D10, D50, D90 = {r[3]:.3f}, {r[4]:.3f}, {r[5]:.3f} mJ/cm^2")
    print(f"  D90/D10 = {r[6]:.3f}; site conversion at D50 = {r[7]:.4f}")
    print(f"  contrast = {r[8]:.4f} per decade")
    print(f"  steepest log-dose point = {r[9]:.3f} mJ/cm^2, f = {r[10]:.4f}")
    print(f"  tangent foot, top = {r[11]:.3f}, {r[12]:.3f} mJ/cm^2")
    print(f"  max linear slope = {r[14]:.5f} cm^2/mJ at {r[13]:.3f} mJ/cm^2")
for n, value, estimate in large:
    print(f"n = {n}: contrast = {value:.4f}, ln(10)ln(n)/e = {estimate:.4f} per decade")
print(f"limiting contrast gain per doubling = {log(10)*log(2)/exp(1):.4f} per decade")
print(f"limiting max linear slope k/e = {k/exp(1):.5f} cm^2/mJ")
print(f"correlated case: n = {n_c}, q = {q:.2f}, event rate = {event_rate:.3f} cm^2/mJ")
print(f"  fraction at 1 mJ/cm^2 = {converted(Gc, 1.0):.3e}")
print(f"  low-dose linear estimate there = {event_rate*q**n_c:.3e}")
print(f"  fraction at 10 mJ/cm^2 = {converted(Gc, 10.0):.5f}")
print(f"  D10, D50, D90 = {dose_at(Gc, .1):.3f}, {dose_at(Gc, .5):.3f}, "
      f"{dose_at(Gc, .9):.3f} mJ/cm^2")
print(f"  D90/D10 = {dose_at(Gc, .9)/dose_at(Gc, .1):.3f}")
print(f"  contrast = {gamma_c:.4f} per decade at {Dc_star:.3f} mJ/cm^2")
print("success")
```

Output:

```
single-site rate k = 0.050 cm^2/mJ
n = 1 sites
  fraction at 1 mJ/cm^2 = 4.877e-02; at 10 mJ/cm^2 = 0.39347
  D10, D50, D90 = 2.107, 13.863, 46.052 mJ/cm^2
  D90/D10 = 21.854; site conversion at D50 = 0.5000
  contrast = 0.8471 per decade
  steepest log-dose point = 20.000 mJ/cm^2, f = 0.6321
  tangent foot, top = 3.587, 54.366 mJ/cm^2
  max linear slope = 0.05000 cm^2/mJ at 0.000 mJ/cm^2
n = 2 sites
  fraction at 1 mJ/cm^2 = 2.379e-03; at 10 mJ/cm^2 = 0.15482
  D10, D50, D90 = 7.603, 24.559, 59.395 mJ/cm^2
  D90/D10 = 7.812; site conversion at D50 = 0.7071
  contrast = 1.1989 per decade
  steepest log-dose point = 28.911 mJ/cm^2, f = 0.5843
  tangent foot, top = 9.413, 64.240 mJ/cm^2
  max linear slope = 0.02500 cm^2/mJ at 13.863 mJ/cm^2
n = 4 sites
  fraction at 1 mJ/cm^2 = 5.658e-06; at 10 mJ/cm^2 = 0.02397
  D10, D50, D90 = 16.526, 36.764, 72.996 mJ/cm^2
  D90/D10 = 4.417; site conversion at D50 = 0.8409
  contrast = 1.6125 per decade
  steepest log-dose point = 39.250 mJ/cm^2, f = 0.5457
  tangent foot, top = 18.006, 75.086 mJ/cm^2
  max linear slope = 0.02109 cm^2/mJ at 27.726 mJ/cm^2
n = 8 sites
  fraction at 1 mJ/cm^2 = 3.201e-11; at 10 mJ/cm^2 = 0.00057
  D10, D50, D90 = 27.717, 49.779, 86.728 mJ/cm^2
  D90/D10 = 3.129; site conversion at D50 = 0.9170
  contrast = 2.0764 per decade
  steepest log-dose point = 50.628 mJ/cm^2, f = 0.5152
  tangent foot, top = 28.592, 86.667 mJ/cm^2
  max linear slope = 0.01963 cm^2/mJ at 41.589 mJ/cm^2
n = 1000: contrast = 5.9177, ln(10)ln(n)/e = 5.8514 per decade
n = 1000000: contrast = 11.7341, ln(10)ln(n)/e = 11.7028 per decade
limiting contrast gain per doubling = 0.5871 per decade
limiting max linear slope k/e = 0.01839 cm^2/mJ
correlated case: n = 4, q = 0.50, event rate = 0.100 cm^2/mJ
  fraction at 1 mJ/cm^2 = 7.178e-03
  low-dose linear estimate there = 6.250e-03
  fraction at 10 mJ/cm^2 = 0.13223
  D10, D50, D90 = 8.143, 29.403, 69.233 mJ/cm^2
  D90/D10 = 8.502
  contrast = 1.2110 per decade at 36.414 mJ/cm^2
success
```
